**Momentum and spin before, during and after a plane-wave pulse**

The program tests that a Dirac particle with $g=2$ recovers its kinetic momentum $\pi$ and spin four-vector $s$ when the potential $A$ of a plane-wave pulse returns to zero. It asserts that the Volkov wave, and its extension to $g=2(1+a)$ with anomaly $a$, satisfy the wave equation by finite differences. It also asserts that their currents agree with numerically integrated classical equations for momentum and spin. A separate split-step solution of the time-dependent Dirac equation sends a packet through the pulse and confirms the returned momentum density and mean spin, the accumulated phase and the displacement. In the example the electron's energy rises from 0.7665 to 1.3797 MeV at the pulse centre and its rest-frame spin turns by 54.8°, after which both return. For $g=2.4$ the spin returns in a linearly polarized pulse but ends turned by 0.355 rad in the elliptical one. With the electron's measured anomaly, the spin change left by the elliptical pulse is $1.217\times10^{-5}$, in agreement with the formula based on the area enclosed by the potential.

## Numerical verification

```python
"""Return of momentum and spin of a Dirac particle after a plane-wave pulse.

Result under test: for A(phase) zero before and after the pulse, the Volkov
spinor (1 + q kslash Aslash/(2 k.p)) u_p gives back both momentum p and spin.
With g = 2(1+a), a != 0, the spin returns for linear polarization, but a
potential enclosing an area leaves a rotation -(a q)^2 * area about the wave axis.

Units hbar = c = m = 1; metric (+,-,-,-); q = -1 is the electron charge.
phase = k.x; pi = kinetic four-momentum; s = spin four-vector;
zeta = spin direction in the particle's rest frame.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.constants import physical_constants

charge = -1.0
cycles = 4
phase_end = 2 * np.pi * cycles
phase_mid = phase_end / 2
elliptic = (2.0, 1.0)
linear = (2.0, 0.0)
metric = np.array([1.0, -1.0, -1.0, -1.0])
k = np.array([1.0, 0.0, 0.0, 1.0])
p_vec = np.array([0.5, 0.0, -1.0])
p = np.r_[np.sqrt(1 + p_vec @ p_vec), p_vec]
zeta_in = np.array([1.0, 0.0, 0.0])

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
identity2, identity4 = np.eye(2), np.eye(4)
gamma = np.array([np.kron(pauli[2], identity2)]
                 + [np.kron(1j * pauli[1], sig) for sig in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
alpha = np.array([gamma[0] @ gamma[j] for j in (1, 2, 3)])
sigma_x = np.kron(identity2, pauli[0])


def dot(a, b):
    return np.sum(metric * a * b)


def slash(v):
    return np.einsum('m,mij->ij', metric * v, gamma)


kp = dot(k, p)
projector = (slash(p) + identity4) / 2


def potential_xy(phase, amp):
    inside = (phase > 0) & (phase < phase_end)
    env = np.where(inside, np.sin(phase / (2 * cycles))**2, 0.0)
    return amp[0] * env * np.cos(phase), amp[1] * env * np.sin(phase)


def potential(phase, amp):
    ax, ay = potential_xy(phase, amp)
    return np.array([0.0, float(ax), float(ay), 0.0])


def potential_slope(phase, amp):
    if phase <= 0 or phase >= phase_end:
        return np.zeros(4)
    env = np.sin(phase / (2 * cycles))**2
    denv = np.sin(phase / cycles) / (2 * cycles)
    return np.array([0.0,
                     amp[0] * (denv * np.cos(phase) - env * np.sin(phase)),
                     amp[1] * (denv * np.sin(phase) + env * np.cos(phase)), 0.0])


# Incoming spinor with rest-frame spin along x and ubar u = 1
chi = np.array([1.0, 1.0]) / np.sqrt(2)
sigma_p = np.einsum('j,jab->ab', p_vec, pauli)
u_in = np.r_[(p[0] + 1) * chi, sigma_p @ chi] / np.sqrt(2 * (p[0] + 1))


def dressed(phase, w, amp):
    a4 = potential(phase, amp)
    return w + charge * slash(k) @ slash(a4) @ w / (2 * kp)


def currents(psi):
    bar = psi.conj() @ gamma[0]
    norm = (bar @ psi).real
    vector = np.array([(bar @ g @ psi).real for g in gamma]) / norm
    axial = np.array([(bar @ g @ gamma5 @ psi).real for g in gamma]) / norm
    return vector, axial


def rest_spin(momentum, spin):
    return spin[1:] - momentum[1:] * spin[0] / (momentum[0] + 1)


def transport(v, phase, amp):
    a4 = potential(phase, amp)
    return (v + charge / kp * (k * dot(a4, v) - a4 * dot(k, v))
            - charge**2 * dot(a4, a4) * k * dot(k, v) / (2 * kp**2))


def internal_spinor(anomaly, amp):
    def rate(phase, w):
        slope = slash(potential_slope(phase, amp))
        return anomaly * charge / (2 * kp) * projector @ slash(k) @ slope @ w
    return solve_ivp(rate, (0, phase_end), u_in.astype(complex), method='DOP853',
                     rtol=1e-12, atol=1e-14, max_step=0.1, dense_output=True).sol


def classical(anomaly, amp, spin):
    def rate(phase, y):
        mom, s = y[:4], y[4:]
        da = potential_slope(phase, amp)
        f_mom = k * dot(da, mom) - da * dot(k, mom)
        f_s = k * dot(da, s) - da * dot(k, s)
        ds = (1 + anomaly) * f_s - anomaly * mom * dot(mom, f_s)
        return charge / kp * np.r_[f_mom, ds]
    return solve_ivp(rate, (0, phase_end), np.r_[p, spin], method='DOP853',
                     rtol=1e-11, atol=1e-13, max_step=0.1, dense_output=True).sol


def phase_density(phase, amp):
    a4 = potential(phase, amp)
    return charge * dot(p, a4) - charge**2 * dot(a4, a4) / 2


def wave_residual(x, anomaly, amp, w_of_phase):
    """Finite-difference residual of the Dirac equation with Pauli term."""
    def psi(y):
        phase = dot(k, y)
        theta = quad(phase_density, 0, phase, args=(amp,), epsabs=1e-13,
                     epsrel=1e-13, limit=200)[0] / kp
        return dressed(phase, w_of_phase(phase), amp) * np.exp(-1j * (dot(p, y) + theta))
    h = 1e-3
    center = psi(x)
    phase = dot(k, x)
    result = -center - charge * slash(potential(phase, amp)) @ center
    for mu in range(4):
        e = np.zeros(4)
        e[mu] = h
        deriv = (8 * (psi(x + e) - psi(x - e)) - psi(x + 2 * e) + psi(x - 2 * e)) / (12 * h)
        result = result + 1j * gamma[mu] @ deriv
    da = potential_slope(phase, amp)
    field = np.outer(k, da) - np.outer(da, k)
    sigma_field = np.zeros((4, 4), complex)
    for mu in range(4):
        for nu in range(4):
            comm = gamma[mu] @ gamma[nu] - gamma[nu] @ gamma[mu]
            sigma_field += 0.5j * metric[mu] * metric[nu] * field[mu, nu] * comm
    result = result - anomaly * charge / 4 * sigma_field @ center
    return np.linalg.norm(result)


# Wave equation, with and without an anomalous moment
test_anomaly = 0.2
w_anom = internal_spinor(test_anomaly, elliptic)
points = [np.array([12.0, 0.4, -0.3, 1.5]), np.array([9.0, -0.2, 0.7, -6.3])]
res_dirac = max(wave_residual(x, 0.0, elliptic, lambda f: u_in) for x in points)
res_pauli = max(wave_residual(x, test_anomaly, elliptic, w_anom) for x in points)
assert res_dirac < 1e-7 and res_pauli < 1e-7

# Currents of the wave against integrated classical equations
u_current, s_in = currents(u_in)
assert np.allclose(u_current, p, atol=1e-12)
assert np.allclose(rest_spin(p, s_in), zeta_in, atol=1e-12)
for anomaly, w_function in [(0.0, lambda f: u_in), (test_anomaly, w_anom)]:
    path = classical(anomaly, elliptic, s_in)
    for phase in (5.0, phase_mid, 17.3, phase_end):
        mom, spin = currents(dressed(phase, w_function(phase), elliptic))
        assert np.allclose(mom, path(phase)[:4], atol=1e-7)
        assert np.allclose(spin, path(phase)[4:], atol=1e-7)
        assert np.allclose(mom, transport(p, phase, elliptic), atol=1e-10)
        if anomaly == 0:
            assert np.allclose(spin, transport(s_in, phase, elliptic), atol=1e-10)

path_g2 = classical(0.0, elliptic, s_in)
mom_out, spin_out = path_g2(phase_end)[:4], path_g2(phase_end)[4:]
assert np.allclose(mom_out, p, atol=1e-8)
assert np.allclose(spin_out, s_in, atol=1e-8)
mom_mid, s_mid = currents(dressed(phase_mid, u_in, elliptic))
zeta_mid = rest_spin(mom_mid, s_mid)
zeta_out = rest_spin(mom_out, spin_out)


def angle(a, b):
    return np.arctan2(np.linalg.norm(np.cross(a, b)), a @ b)


assert np.linalg.norm(mom_mid - p) > 0.1 and angle(zeta_mid, zeta_in) > 0.1


# Effect of g different from 2
def final_rest_spin(anomaly, amp):
    w = internal_spinor(anomaly, amp)(phase_end)
    return rest_spin(p, currents(w)[1])


angle_linear = angle(zeta_in, final_rest_spin(test_anomaly, linear))
angle_elliptic = angle(zeta_in, final_rest_spin(test_anomaly, elliptic))
assert angle_linear < 1e-8 and angle_elliptic > 0.1


def area_rate(phase):
    a4, da = potential(phase, elliptic), potential_slope(phase, elliptic)
    return 0.5 * (a4[1] * da[2] - a4[2] * da[1])


area = quad(area_rate, 0, phase_end, epsabs=1e-11, limit=200)[0]
electron_anomaly = abs(physical_constants['electron g factor'][0]) / 2 - 1
k_rest = k[1:] - p_vec * k[0] + p_vec * (p_vec @ k[1:]) / (p[0] + 1)
axis = k_rest / np.linalg.norm(k_rest)
rotation = -(electron_anomaly * charge)**2 * area
change_formula = rotation * np.cross(axis, zeta_in)
change_numeric = final_rest_spin(electron_anomaly, elliptic) - zeta_in
assert np.linalg.norm(change_numeric - change_formula) < 0.01 * np.linalg.norm(change_formula)


# Direct time-dependent Dirac evolution of a packet, fixed transverse momentum
n_grid, length, z_start, width = 1024, 200.0, 25.0, 3.0
total_time, steps = 60.0, 8000
dt = total_time / steps
z = -length / 2 + length / n_grid * np.arange(n_grid)
pz = 2 * np.pi * np.fft.fftfreq(n_grid, length / n_grid)
energy = np.sqrt(1 + p_vec[0]**2 + p_vec[1]**2 + pz**2)
lower = np.array([(p_vec[0] * pauli[0] + p_vec[1] * pauli[1] + q * pauli[2]) @ chi
                  for q in pz]).T
packet = np.vstack([(energy + 1) * chi[:, None], lower])
packet = packet / np.sqrt(np.sum(abs(packet)**2, axis=0))
packet = packet * np.exp(-width**2 * (pz - p_vec[2])**2 - 1j * pz * (z_start - z[0]))
packet = packet / np.linalg.norm(packet)


def kinetic(state, time):
    return np.cos(pz * time) * state - 1j * np.sin(pz * time) * (alpha[2] @ state)


def mean_sigma_x(state):
    return np.vdot(state, sigma_x @ state).real


cos_k, sin_k = np.cos(pz * dt), np.sin(pz * dt)
state = kinetic(packet, dt / 2)
sigma_history = []
for step in range(steps):
    ax, ay = potential_xy((step + 0.5) * dt - z, elliptic)
    px, py = p_vec[0] - charge * ax, p_vec[1] - charge * ay
    local_energy = np.sqrt(1 + px**2 + py**2)
    psi_z = np.fft.ifft(state, axis=1)
    h_psi = px * (alpha[0] @ psi_z) + py * (alpha[1] @ psi_z) + gamma[0] @ psi_z
    psi_z = (np.cos(local_energy * dt) * psi_z
             - 1j * np.sin(local_energy * dt) / local_energy * h_psi)
    state = np.fft.fft(psi_z, axis=1)
    state = cos_k * state - 1j * sin_k * (alpha[2] @ state)
    if step % 50 == 0:
        sigma_history.append(mean_sigma_x(state))
state = kinetic(state, -dt / 2)

phase_integral = quad(phase_density, 0, phase_end, args=(elliptic,),
                      epsabs=1e-11, limit=200)[0]
free = packet * np.exp(-1j * energy * total_time)
predicted = free * np.exp(-1j * phase_integral / (energy - pz))
amplitude_error = np.linalg.norm(state - predicted)
density_in = np.sum(abs(packet)**2, axis=0)
density_out = np.sum(abs(state)**2, axis=0)
density_error = np.sum(abs(density_out - density_in))
pz_in, pz_out = np.sum(density_in * pz), np.sum(density_out * pz)
sigma_in, sigma_out = mean_sigma_x(packet), mean_sigma_x(state)


def mean_z(momentum_state):
    density = np.sum(abs(np.fft.ifft(momentum_state, axis=1))**2, axis=0)
    return np.sum(z * density) / np.sum(density)


shift_numeric = mean_z(state) - mean_z(free)
shift_formula = np.sum(density_in * phase_integral / (energy * (energy - pz)))
# Splitting error is second order in dt and accumulates mainly in the phase
assert amplitude_error < 1e-2
assert density_error < 1e-3
assert abs(pz_out - pz_in) < 1e-3 and abs(sigma_out - sigma_in) < 1e-3
assert abs(min(sigma_history) - sigma_in) > 0.05
assert abs(shift_numeric - shift_formula) < 1e-2


def show(label, values, unit):
    text = ' '.join(f'{v + 0.0:.4f}' for v in np.round(np.atleast_1d(values), 4))
    print(f'{label}: {text} [{unit}]')


mev = physical_constants['electron mass energy equivalent in MeV'][0]
show('potential amplitudes |q|A_x, |q|A_y', elliptic, 'mc')
print('optical cycles in pulse:', cycles, '[1]')
show('k.p / omega', kp, 'mc')
show('A_x, A_y at pulse centre', potential(phase_mid, elliptic)[1:3], 'mc/|q|')
show('initial momentum (E/c,px,py,pz)', p, 'mc')
show('momentum at pulse centre', mom_mid, 'mc')
show('final momentum', mom_out, 'mc')
show('initial energy', p[0] * mev, 'MeV')
show('energy at pulse centre', mom_mid[0] * mev, 'MeV')
show('initial spin four-vector', s_in, '1')
show('spin four-vector at centre', s_mid, '1')
show('final spin four-vector', spin_out, '1')
show('initial rest-frame spin', zeta_in, '1')
show('rest-frame spin at centre', zeta_mid, '1')
show('final rest-frame spin', zeta_out, '1')
show('spin turn at centre', np.degrees(angle(zeta_in, zeta_mid)), 'degree')
print(f'wave-equation residual, g=2: {res_dirac:.1e} [1]')
print(f'wave-equation residual, g=2.4: {res_pauli:.1e} [1]')
show('test g factor', 2 * (1 + test_anomaly), '1')
print(f'final spin turn, g=2.4, linear: {angle_linear:.1e} [rad]')
show('final spin turn, g=2.4, elliptical', angle_elliptic, 'rad')
show('signed area of potential loop', area, '(mc/q)^2')
show('wave axis in initial rest frame', axis, '1')
print(f'electron anomaly a: {electron_anomaly:.6e} [1]')
print(f'electron leading rotation about axis: {rotation:.4e} [rad]')
print(f'electron spin change, formula: {np.linalg.norm(change_formula):.4e} [1]')
print(f'electron spin change, integrated: {np.linalg.norm(change_numeric):.4e} [1]')
show('packet photon energy parameter omega', k[0], 'mc^2/hbar')
show('packet initial position width', width, 'hbar/(mc)')
show('packet mean pz before, after', [pz_in, pz_out], 'mc')
show('packet mean Sigma_x before, after', [sigma_in, sigma_out], '1')
show('packet minimum mean Sigma_x in pulse', min(sigma_history), '1')
print(f'packet momentum-density change: {density_error:.1e} [1]')
print(f'packet amplitude error including phase: {amplitude_error:.1e} [1]')
show('packet z shift, evolved', shift_numeric, 'hbar/(mc)')
show('packet z shift, phase formula', shift_formula, 'hbar/(mc)')
print('tests ok')
```

Printed output:

```
potential amplitudes |q|A_x, |q|A_y: 2.0000 1.0000 [mc]
optical cycles in pulse: 4 [1]
k.p / omega: 2.5000 [mc]
A_x, A_y at pulse centre: 2.0000 0.0000 [mc/|q|]
initial momentum (E/c,px,py,pz): 1.5000 0.5000 0.0000 -1.0000 [mc]
momentum at pulse centre: 2.7000 2.5000 0.0000 0.2000 [mc]
final momentum: 1.5000 0.5000 0.0000 -1.0000 [mc]
initial energy: 0.7665 [MeV]
energy at pulse centre: 1.3797 [MeV]
initial spin four-vector: 0.5000 1.1000 0.0000 -0.2000 [1]
spin four-vector at centre: 1.6040 1.6600 0.0000 0.9040 [1]
final spin four-vector: 0.5000 1.1000 0.0000 -0.2000 [1]
initial rest-frame spin: 1.0000 0.0000 0.0000 [1]
rest-frame spin at centre: 0.5762 0.0000 0.8173 [1]
final rest-frame spin: 1.0000 0.0000 0.0000 [1]
spin turn at centre: 54.8152 [degree]
wave-equation residual, g=2: 5.1e-12 [1]
wave-equation residual, g=2.4: 5.4e-12 [1]
test g factor: 2.4000 [1]
final spin turn, g=2.4, linear: 4.4e-16 [rad]
final spin turn, g=2.4, elliptical: 0.3553 [rad]
signed area of potential loop: 9.4248 [(mc/q)^2]
wave axis in initial rest frame: -0.2800 0.0000 0.9600 [1]
electron anomaly a: 1.159652e-03 [1]
electron leading rotation about axis: -1.2674e-05 [rad]
electron spin change, formula: 1.2167e-05 [1]
electron spin change, integrated: 1.2167e-05 [1]
packet photon energy parameter omega: 1.0000 [mc^2/hbar]
packet initial position width: 3.0000 [hbar/(mc)]
packet mean pz before, after: -1.0000 -1.0000 [mc]
packet mean Sigma_x before, after: 0.7349 0.7349 [1]
packet minimum mean Sigma_x in pulse: 0.5785 [1]
packet momentum-density change: 3.2e-06 [1]
packet amplitude error including phase: 4.8e-04 [1]
packet z shift, evolved: 3.2070 [hbar/(mc)]
packet z shift, phase formula: 3.2063 [hbar/(mc)]
tests ok
```
